Counting electrons and skeletal pairs in the octahedral cluster Rh₆(CO)₁₆

**Question**

I am stuck on an exercise about Rh₆(CO)₁₆. It says: "Count the valence electrons, and show that they give the number of skeletal pairs that the Wade-Mingos rules require for a closo octahedron."

The molecule is neutral. The six Rh atoms form an octahedron, each Rh carries two terminal CO, and the other four CO cap alternate triangular faces. Three things bother me.

1. Does a CO that touches three Rh atoms give two electrons, or two to each?
2. I tried giving every Rh 18 electrons and putting a two-electron bond on each of the 12 edges. The total doesn't match my count.
3. The rule tells me to subtract 12 electrons per metal. Where does 12 come from, and why should an octahedron want the number of pairs that is left?

**Answer**

The first two points are bookkeeping. The third has two halves: the 12 is a premise of the rule, which can be motivated but is not proved by counting, while the number of pairs an octahedron wants can be derived from a small orbital model.

**The total count**

Treat the metal atoms and ligands as neutral. Rhodium has 45 electrons, of which 36 form the krypton core, so each Rh brings 9 valence electrons. Each CO brings the lone pair on carbon, 2 electrons, however many metals share it. A face-capping CO has one such pair, not three. Back-donation from Rh into the empty π* orbitals of CO moves electrons that are already counted under Rh, so it adds nothing.

6 × 9 + 16 × 2 = 54 + 32 = 86

The charge is zero, so there is no correction. The cluster has 86 valence electrons, or 43 pairs.

Sharing the pairs out among the metals gives the same total. There are four capped faces with three corners each, hence 12 corners over six Rh atoms, and each Rh touches two capping CO. Its share is

9 + 2 × 2 + 2 × (2/3) = 43/3 ≈ 14.33

and 6 × 43/3 = 86. The fraction shows that the electrons cannot be divided equally among the six Rh atoms in whole pairs.

**Why the 18-electron count misses**

Suppose every Rh reaches 18 electrons and every edge is a localized two-electron bond. Adding 18 for each of six atoms counts the two electrons of every edge bond twice, once at each end. They must be subtracted once:

6 × 18 − 12 × 2 = 108 − 24 = 84

The molecule has 86. Turned round, 86 electrons would correspond to (108 − 86)/2 = 11 edge bonds, but an octahedron has 12 equivalent edges. The picture of one localized pair per edge therefore fails here. The Wade-Mingos scheme instead describes the metal-metal bonding by orbitals spread over the whole cage.

**Where the 12 comes from**

Rh has nine valence orbitals: one s, three p and five d. The Wade-Mingos scheme assumes that three of them, suitably hybridized, bind the cage: one points to the centre of the cluster and two lie tangential to its surface. The other six hold metal-ligand bonds and metal lone pairs. If those six are all filled, they account for 12 electrons per metal:

86 − 6 × 12 = 86 − 72 = 14 electrons = 7 pairs

With n = 6 vertices this is n + 1, the closo number. Equivalently, the closo total is 12n + 2(n + 1) = 14n + 2, which is 86 for n = 6.

The 36 non-skeletal pairs can be itemized. Sixteen are the CO donor pairs, and the remaining 20 come from the metal. The metal's 54 electrons are then used up as 40 in those 20 pairs and 14 in the skeleton. Because the capping CO are shared, this partition applies to the cluster as a whole and is not a list of orbitals on one Rh.

The same skeletal number appears in the main-group cluster B₆H₆²⁻. Each BH unit brings 3 + 1 = 4 electrons and the charge adds 2, for a total of 26. Each vertex now has one non-skeletal pair, the B-H bond, so 26 − 6 × 2 = 14, again 7 pairs. The totals 26 and 86 differ by 60, which is 10 extra non-skeletal electrons on each of six vertices.

**Why an octahedron wants seven pairs: the model**

Put the vertices on the axes at ±x, ±y, ±z. Give each vertex three orbitals: an inward hybrid

h = (S + P_in)/√2

where the positive lobe of P_in points to the centre, and two tangential p orbitals. For Rh the real hybrids also contain d character. The model keeps their directions and their symmetry about the line to the centre, and it assumes that their couplings have the signs given below. All 18 orbitals have the same site energy, taken as zero, and their overlaps are neglected. "Bonding" means an energy below zero.

Let d be the unit vector from atom 1 to atom 2, and let u and v be the directions of the p orbitals on them. With positive magnitudes s, q, σ and p, the couplings along an edge are

⟨S₁|H|S₂⟩ = −s
⟨S₁|H|P₂(v)⟩ = +q (d·v)
⟨P₁(u)|H|S₂⟩ = −q (d·u)
⟨P₁(u)|H|P₂(v)⟩ = (σ + p)(d·u)(d·v) − p (u·v)

The signs follow one convention: lobes of equal sign facing each other give a negative coupling. If v = d, for example, the negative lobe of P₂ faces S₁, so the coupling is +q. The last line comes from splitting u and v into parts along d, which couple by +σ, and parts perpendicular to d, which couple by −p. Across the cluster, between opposite vertices, every coupling is multiplied by a factor f with 0 < f < 1, because the distance is longer. This assumes orbitals compact enough that each coupling keeps its sign and falls with distance. Very diffuse p orbitals break the assumption: σ can then be larger across the cluster than along an edge, or change sign, and the count of bonding levels can change.

**Sorting the orbitals by mirror symmetry**

The model is unchanged by each of the reflections x → −x, y → −y and z → −z. Combinations with different parities under any of these mirrors cannot mix. The 18 orbitals then fall into three kinds of block:

- even under all three mirrors: 3 functions;
- odd under one mirror: 3 functions for each of three choices, 9 in all;
- odd under two mirrors: 2 functions for each of three choices, 6 in all.

**Block 1: even under all mirrors.** These are the in-phase sums of inward hybrids, X = [h(+x) + h(−x)]/√2 and likewise Y and Z.

For the edge from +x to +y, d = (−1, 1, 0)/√2, u = −x̂ and v = −ŷ. So d·u = 1/√2, d·v = −1/√2 and u·v = 0. The two factors 1/√2 in the hybrids give an overall ½:

A = ½[−s − q/√2 − q/√2 − (σ + p)/2]
 = −½[s + √2 q + (σ + p)/2]

For the opposite pair +x and −x, d = u = −x̂ and v = +x̂, so d·u = 1, d·v = −1 and u·v = −1:

B = (f/2)[−s − q − q − (σ + p) + p]
 = −(f/2)(s + 2q + σ)

Then ⟨X|H|X⟩ = B, and ⟨X|H|Y⟩ = ½ × 4A = 2A, since four edges join the two pairs of vertices. A 3 × 3 matrix with B on the diagonal and 2A elsewhere has the eigenvector X + Y + Z, and two more whose coefficients add to zero:

E(a1g) = B + 4A (one orbital)
E(eg) = B − 2A (two orbitals)

The first is negative because A and B are. For the second, insert A and B and collect terms:

B − 2A = s(1 − f/2) + q(√2 − f) + σ(1 − f)/2 + p/2

Every term is positive for 0 < f < 1. This block supplies one bonding orbital.

**Block 2: odd under two mirrors.** Take x and y. The two functions are

D₁ = [P_y(+x) − P_y(−x)]/√2
D₂ = [P_x(+y) − P_x(−y)]/√2

where P_y(+x) is the p orbital along y on the vertex at +x. For P_y(+x) and P_x(+y), d·u = 1/√2, d·v = −1/√2 and u·v = 0, so their coupling is −(σ + p)/2. Reflection reverses this sign for the pair +x, −y, and the minus sign in D₂ reverses it back. All four edges thus contribute equally:

⟨D₁|H|D₂⟩ = ½ × 4 × [−(σ + p)/2] = −(σ + p)

The opposite orbitals P_y(+x) and P_y(−x) couple by −fp. They enter D₁ with opposite signs, so ⟨D₁|H|D₁⟩ = +fp, and the same holds for D₂. The sum and difference of D₁ and D₂ have energies

E(t2g) = fp − (σ + p) = −σ − (1 − f)p < 0
E(t1g) = fp + (σ + p) > 0

There are three choices of the two mirrors, so each level is threefold. This adds three bonding orbitals. Each lies in the plane of one square of the octahedron, with lobes of equal sign facing each other along its four edges. The head-to-tail arrangement round the same square is the antibonding t1g combination.

**Block 3: odd under one mirror.** Take z. The three functions are

R = [h(+z) − h(−z)]/√2
T₁ = [P_z(+x) + P_z(−x)]/√2
T₂ = [P_z(+y) + P_z(−y)]/√2

The p orbitals are all parallel to z and perpendicular to the lines joining their vertices. Neighbours couple by −p and opposites by −fp, so ⟨T₁|H|T₁⟩ = ⟨T₂|H|T₂⟩ = −fp and ⟨T₁|H|T₂⟩ = ½ × 4 × (−p) = −2p. A quarter turn about z exchanges T₁ and T₂ and leaves R alone. The difference (T₁ − T₂)/√2 therefore cannot mix with R or with the sum, and its energy is

E(t2u) = −fp + 2p = (2 − f)p > 0

The sum T₊ = (T₁ + T₂)/√2 has energy −(2 + f)p and does mix with R, whose own energy is −B > 0. For h(+z) and P_z(+x), d = (1, 0, −1)/√2, u = −ẑ and v = ẑ, so d·u = 1/√2, d·v = −1/√2 and u·v = −1. One factor 1/√2 comes from the hybrid:

C = (1/√2)[−q/√2 − (σ + p)/2 + p]
 = −(1/√2)[q/√2 + (σ − p)/2]

Two inward hybrids meet four p orbitals, giving eight equal contributions, with normalization 1/√2 for R and ½ for T₊:

⟨R|H|T₊⟩ = 8C/(2√2) = 2√2 C

The two t1u energies are the eigenvalues of a 2 × 2 matrix with determinant

(−B)[−(2 + f)p] − 8C² = B(2 + f)p − 8C² < 0

since B is negative. A negative determinant means one negative and one positive eigenvalue. With three choices of mirror, this block supplies three bonding orbitals.

**The total.** The bonding orbitals number

1 (a1g) + 3 (t2g) + 3 (t1u) = 7

and the other 11 lie above zero. Within this model the result holds for all positive s, q, σ, p and 0 < f < 1. It rests on the shape of the cage, the signs of the couplings and the equal site energies, not on fitted coupling strengths. As a test, the full 18 × 18 matrix was diagonalized for 1000 random sets, with magnitudes between 0.1 and 4.0 eV and f between 0.05 and 0.95. Each set gave seven bonding orbitals.

**Numbers for one set of parameters**

Take the round values s = 1.0, q = 1.5, σ = 2.0 and p = 0.5 eV, with f = 0.5. Then

A = −½(1.0 + 2.121 + 1.25) = −2.186 eV
B = −0.25 × (1.0 + 3.0 + 2.0) = −1.50 eV
C = −(1.061 + 0.75)/√2 = −1.280 eV

For t1u the diagonal entries are +1.50 and −1.25 eV and the off-diagonal one is 2√2 C = −3.62 eV. Half the sum of the diagonal entries is 0.125 eV and half their difference is 1.375 eV, so

E(t1u) = 0.125 ± √(1.375² + 3.62²) = 0.125 ± 3.87 eV

The levels, from the bottom up, are:

- a1g: −10.24 eV, one orbital
- t1u: −3.75 eV, three orbitals
- t2g: −2.25 eV, three orbitals
- t2u: +0.75 eV, three orbitals
- t1g: +2.75 eV, three orbitals
- eg: +2.87 eV, two orbitals
- t1u: +4.00 eV, three orbitals

Seven pairs fill everything up to t2g. The gap above them is

E(t2u) − E(t2g) = (2 − f)p + σ + (1 − f)p = σ + (3 − 2f)p

which is 2.0 + 2 × 0.5 = 3.0 eV. This formula gives the gap only while t2g is the highest filled level and t2u the lowest empty one. With p = 2.0 eV and the other values unchanged, for example, the upper t1u level lies below t2u and the gap is 5.13 eV rather than 6.0 eV, although seven levels are still bonding. With six pairs the t2g set would hold four electrons instead of six; with eight, the antibonding t2u set would hold two. In both cases a degenerate level is partly filled and the gap is zero. Seven is the closed-shell count among these three.

The limit p → 0 shows what the π-type coupling does. The t2u level sinks to zero from above and becomes nonbonding, while the seven bonding levels stay below zero. The gap above t2g is then σ. Side-on coupling widens the gap here, but it is not needed to obtain seven.

**How far this applies to the real molecule**

The couplings are chosen values of electronvolt size, not fitted to rhodium, so 3.0 eV is not a prediction of the optical or electronic gap of Rh₆(CO)₁₆. The real molecule also has filled d-type levels and empty CO π* levels, which may lie inside the model's gap. Their effect is not estimated here.

Two other simplifications can be sized. First, the inward and tangential orbitals need not have equal site energies. Shifting the inward ones by 1 eV either way, with all couplings fixed, leaves the gap at 3.0 eV, because t2g and t2u contain no inward orbitals and no other level moves in between them. A larger downward shift does matter. Once the inward orbitals lie more than 2.87 − 0.75 = 2.12 eV below the tangential ones, eg is lower than t2u and the gap shrinks. Beyond 2.87 eV, eg also lies below the tangential site energy, so counting levels below zero no longer gives seven. Beyond 2.25 + 2.87 = 5.12 eV, eg drops below t2g and the set of seven lowest orbitals changes.

Second, capping alternate faces makes the two tangential directions at each Rh inequivalent. Splitting their site energies by 0.50 eV reduces the gap from 3.00 to about 2.94 eV and leaves seven bonding orbitals. The change is small for a reason: the splitting pattern changes sign under inversion through the centre, so it has no first-order effect on levels of definite inversion parity, such as t2g and t2u.

The premise of 12 electrons per metal deserves the most care when the molecule is used as a precursor and loses CO. Removing one CO leaves 84 electrons. Subtracting 72 mechanically gives six skeletal pairs, but the lost ligand may instead leave a non-skeletal metal orbital empty, with the seven skeletal pairs intact. The count alone cannot decide between these.

Nor does 86 prove an octahedron. In the same scheme a square pyramid is an octahedron with one vertex missing and keeps its seven pairs, for 5 × 12 + 14 = 74 electrons. A sixth metal capping one of its triangular faces adds 12 and no skeletal pair, which again makes 86. For Rh₆(CO)₁₆ the octahedron is given, and the count agrees with it. The numerical output below lists the electron ledger and the model levels.

Computed values

```
Rh atoms: 6; valence electrons per Rh: 9
Electrons from Rh: 54
CO terminal: 12; face-capping: 4
Total CO: 16; electrons from CO: 32
Cluster valence electrons: 86; pairs: 43
All electrons in the molecule: 494
Capping CO touching each Rh: 2
Electron share per Rh: 43/3 = 14.333
Non-skeletal electrons: 72; pairs: 36
Non-skeletal pairs from CO: 16; from metal: 20
Skeletal electrons: 14; pairs: 7
Octahedron edges: 12
Count for localized edge bonds: 84 electrons
Model coupling s: 1.00 eV
Model coupling q: 1.50 eV
Model coupling sigma: 2.00 eV
Model coupling p: 0.50 eV
Cross-cluster factor f: 0.50 (no unit)
Inward-inward edge coupling A: -2.186 eV
Inward-inward cross coupling B: -1.500 eV
Inward-tangential edge coupling C: -1.280 eV
Level a1g: -10.243 eV, degeneracy 1
Level t1u lower: -3.749 eV, degeneracy 3
Level t2g: -2.250 eV, degeneracy 3
Level t2u: 0.750 eV, degeneracy 3
Level t1g: 2.750 eV, degeneracy 3
Level eg: 2.871 eV, degeneracy 2
Level t1u upper: 3.999 eV, degeneracy 3
Frontier orbitals: 18; bonding: 7
Random parameter sets: 1000; bonding counts: [7]
Gap above 6 filled orbitals: 0.000 eV
Gap above 7 filled orbitals: 3.000 eV
Gap above 8 filled orbitals: 0.000 eV
Gap with inward offset -1.0 eV: 3.000 eV
Gap with inward offset +1.0 eV: 3.000 eV
Tangential splitting from capping: 0.50 eV
Gap with this splitting: 2.945 eV
Bonding orbitals with it: 7
```
